\section*{Choosing the Chain Length for a Structured Photonic Environment}

\section{What a chain that is too short does}

An excited emitter sits in a lossy two-mode cavity, and the electromagnetic environment is represented by a chain of 20 oscillators. For the model computed below, the emitter population after 40 fs comes out as 0.284. The converged value is 0.028. At 10 fs the same chain gives the correct 0.0564, so a check at short times raises no alarm. Light has travelled along the chain, been reflected at its end and re-excited the emitter.

The setting at issue is the number $N$ of environment sites. A sufficient value follows from the bandwidth, the simulated time and, only through a logarithm, the coupling and tolerance. We derive the chain, a stable way to compute it, and an error bound from which $N$ can be chosen before the dynamics is run.

\section{From spectral density to chain}

Set $\hbar=1$. The bath has modes $[a_\omega,a^\dagger_{\omega'}]=\delta(\omega-\omega')$ on a finite band $[c-h,c+h]$ and starts in its vacuum, uncorrelated with the emitter. The Hamiltonian is
\begin{equation}
H=H_S+\int\!\omega\,a_\omega^\dagger a_\omega\,d\omega+A(B+B^\dagger),\quad
B=\int\!\sqrt{J(\omega)}\,a_\omega\,d\omega ,
\end{equation}
with $A$ Hermitian and bounded. In the rotating-wave approximation the coupling is instead $\sigma_+B+\sigma_-B^\dagger$. No factor $\pi$ is hidden in $J$: a density defined with one must be converted first. The bath correlation function is
\begin{equation}
C(t)=\langle B(t)B^\dagger(0)\rangle=\int J(\omega)e^{-i\omega t}d\omega .
\end{equation}

Let $\langle f,g\rangle=\int J f g\,d\omega$, and let $\pi_n$ be the monic orthogonal polynomials of this product. Since $\omega\pi_n$ has degree $n+1$, it is a combination of $\pi_0,\dots,\pi_{n+1}$. Its component along $\pi_m$ is proportional to $\langle\pi_m,\omega\pi_n\rangle=\langle\omega\pi_m,\pi_n\rangle$, which vanishes for $m+1<n$. Hence
\begin{equation}
\omega\pi_n=\pi_{n+1}+\alpha_n\pi_n+\beta_n\pi_{n-1}.
\end{equation}
Products with $\pi_n$ and $\pi_{n-1}$ give
\begin{equation}
\alpha_n=\frac{\langle\pi_n,\omega\pi_n\rangle}{\|\pi_n\|^2},\qquad
\beta_n=\frac{\|\pi_n\|^2}{\|\pi_{n-1}\|^2},
\label{coef}
\end{equation}
where the second uses $\langle\omega\pi_{n-1},\pi_n\rangle=\|\pi_n\|^2$. Define separately $\beta_0=\int J\,d\omega$. With $p_n=\pi_n/\|\pi_n\|$, division by $\|\pi_n\|$ yields
\begin{equation}
\omega p_n=\sqrt{\beta_{n+1}}\,p_{n+1}+\alpha_np_n+\sqrt{\beta_n}\,p_{n-1}.
\end{equation}

Now define $b_n=\int\sqrt J\,p_n a_\omega d\omega$. Then $[b_n,b_m^\dagger]=\langle p_n,p_m\rangle=\delta_{nm}$. Polynomials are complete on a finite interval, so the inverse is $a_\omega=\sqrt J\sum_np_nb_n$ wherever $J>0$; modes with $J=0$ are uncoupled and can be dropped. Insertion gives
\begin{equation}
\int\!\omega a_\omega^\dagger a_\omega d\omega
=\sum_n\left[\alpha_nb_n^\dagger b_n+\sqrt{\beta_{n+1}}(b_{n+1}^\dagger b_n+\text{h.c.})\right].
\end{equation}
Because $p_0=1/\sqrt{\beta_0}$, also $B=\sqrt{\beta_0}\,b_0$. The emitter couples to site 0 alone. Up to here nothing has been approximated.

\section{Computing the coefficients stably}

Take $M$ Gauss--Legendre nodes $\omega_j$ with weights $w_j$, and set $W_j=w_jJ(\omega_j)$. Integrals become sums over $W_j$. The Stieltjes procedure evaluates (\ref{coef}) with these sums and builds each $\pi_{n+1}$ from the recurrence.

Lanczos works with the vectors $q_n(j)=\sqrt{W_j}\,p_n(\omega_j)$, starting from $q_0(j)=\sqrt{W_j/\beta_0}$. Form $v_j=\omega_jq_n(j)$, take $\alpha_n=q_n\cdot v$, subtract from $v$ its projections on all of $q_0,\dots,q_n$, and repeat the subtraction once. Then $\sqrt{\beta_{n+1}}=|v|$ and $q_{n+1}=v/|v|$. In exact arithmetic this is the Stieltjes recurrence; the additional projections restore the orthogonality that rounding erodes.

A third route computes the coefficients from the moments $\int J x^k$, with $x=(\omega-c)/h$. For the example below it fails in double precision: $\beta_n$ is wrong by more than 1\% from about $n=22$, the exact onset depending on rounding. The same algorithm in 80-digit arithmetic agrees with Lanczos to $10^{-14}$ over 30 sites. The moments are therefore correct, and rounding causes the failure.

Stieltjes and Lanczos agree to $10^{-15}$ for 120 sites from 600 nodes. They can part when the chain length becomes comparable with the number of nodes. For 100 equally spaced, equally weighted nodes, whose coefficients are known in closed form, the Stieltjes error passes $10^{-6}$ at $n=76$ and reaches 0.26 in the run reported here, comparable with the largest coefficient, 0.34. The exact figures depend on rounding. Reorthogonalized Lanczos stays at rounding level.

Stable arithmetic does not cure a coarse grid. Near the band centre the Gauss--Legendre spacing is about $\pi h/M$, and it must be well below the narrowest linewidth. Once this condition is met, double $M$ and see that the coefficients needed do not move. Doubling alone is not enough, because a line much narrower than the spacing can be missed by both grids.

\section{How fast light moves along the chain}

For a density positive throughout a single band, Rakhmanov's theorem gives $\alpha_n\to c$ and $\sqrt{\beta_n}\to h/2$. The error bound below does not use this result, but it supplies the picture. In the uniform part, $i\dot b_n=cb_n+\frac h2(b_{n+1}+b_{n-1})$. A plane wave $e^{i(kn-\omega t)}$ then has
\begin{equation}
\omega=c+h\cos k,\qquad |d\omega/dk|=h|\sin k|\le h .
\end{equation}
The maximal group velocity is $h$ sites per unit time. An echo needs the round trip $2N/h$, which suggests $N\approx ht/2$.

\section{The truncation bound}

Let $K$ be the infinite tridiagonal matrix of the $\alpha_n$ and $\sqrt{\beta_{n+1}}$, and $K_N$ its first $N\times N$ block. Then $C(t)=\beta_0(e^{-iKt})_{00}$, and the cut chain has $C_N(t)=\beta_0(e^{-iK_Nt})_{00}$.

The element $(K^k)_{00}$ is a sum over walks of $k$ steps from site 0 back to site 0. A walk that notices the cut must reach site $N$ and return, which takes at least $2N$ steps. Therefore $(K^k)_{00}=(K_N^k)_{00}$ for $k\le2N-1$.

Write $X=(K-c)/h$, $X_N=(K_N-c)/h$ and $z=ht$. The spectrum of $K$ lies in the band. So does that of its block $K_N$, because expectation values of $K_N$ are expectation values of $K$. Both $X$ and $X_N$ thus have spectrum in $[-1,1]$.

With $\mathcal J_k$ the Bessel functions, $e^{-iz\cos\theta}=\sum_{k=-\infty}^{\infty}(-i)^k\mathcal J_k(z)e^{ik\theta}$. Pairing $\pm k$ with $\mathcal J_{-k}=(-1)^k\mathcal J_k$ and setting $x=\cos\theta$ gives
\begin{equation}
e^{-izx}=\mathcal J_0(z)+2\sum_{k\ge1}(-i)^k\mathcal J_k(z)T_k(x),
\end{equation}
where $T_k(\cos\theta)=\cos k\theta$ is a polynomial of degree $k$. In $\Delta C=C-C_N$ all terms with $k<2N$ cancel. Each remaining difference $T_k(X)_{00}-T_k(X_N)_{00}$ is at most 2 in size, so
\begin{equation}
|\Delta C(t)|\le4\beta_0\sum_{k\ge2N}|\mathcal J_k(z)|.
\label{bessel}
\end{equation}

\subsection{A closed form}

Let $k>z$, $\cosh a_k=k/z$ and $r_m=\mathcal J_m(z)/\mathcal J_{m-1}(z)$. The recurrence $\mathcal J_{m-1}+\mathcal J_{m+1}=(2m/z)\mathcal J_m$ gives, for $m\ge k$,
\begin{equation}
r_m=\frac1{2m/z-r_{m+1}}\le\frac1{2\cosh a_k-r_{m+1}} .
\end{equation}
For large $m$, $\mathcal J_m\simeq(z/2)^m/m!$, so $r_m$ is positive and tends to zero; it starts below $e^{-a_k}$. If $r_{m+1}\le e^{-a_k}$, the right side is at most $1/(e^{a_k}+e^{-a_k}-e^{-a_k})=e^{-a_k}$. Descending to $m=k$ proves $0<r_k\le e^{-a_k}$. With $a=a_{2N}$, the tail is bounded by a geometric series:
\begin{equation}
\sum_{k\ge2N}\mathcal J_k(z)\le\frac{\mathcal J_{2N}(z)}{1-e^{-a}} .
\end{equation}

Next, $\mathcal J_k'=(k/z)\mathcal J_k-\mathcal J_{k+1}$ implies
\begin{equation}
\frac{d\ln\mathcal J_k}{dz}=\frac kz-r_{k+1}\ge\cosh a_k-e^{-a_k}=\sinh a_k .
\end{equation}
Integrate from $z$ to $k$, substituting $s=k/\cosh u$:
\begin{equation}
\ln\frac{\mathcal J_k(k)}{\mathcal J_k(z)}\ge\int_z^k\!\sqrt{\frac{k^2}{s^2}-1}\,ds
=k\int_0^{a_k}\!\tanh^2u\,du=k(a_k-\tanh a_k).
\end{equation}
Since $\mathcal J_k(k)\le1$, for $2N>ht$ we obtain
\begin{equation}
|\Delta C|\le\frac{4\beta_0e^{-2N(a-\tanh a)}}{1-e^{-a}},\qquad\cosh a=\frac{2N}{ht}.
\label{closed}
\end{equation}
The positive derivative shows that the Bessel tail grows with time, so the value at the final time covers all earlier ones.

\subsection{Two limits}

Near the front put $2N=z+s$ with $s\ll z$. Then $a\approx\sqrt{2s/z}$ and $a-\tanh a\approx a^3/3$, so the exponent is $za^3/3=(2\sqrt2/3)s^{3/2}z^{-1/2}$. Setting it equal to $L$, the logarithm of prefactor over tolerance, gives
\begin{equation}
N\approx\frac{ht}2+\frac12\left(\frac{3L}{2\sqrt2}\right)^{2/3}(ht)^{1/3}.
\label{est}
\end{equation}
The round trip sets the leading term; accuracy costs a margin that grows slowly with time.

For long chains, put $u=e^{-2a}$. Since $2\cosh a=4N/(ht)$,
\begin{equation}
a-\tanh a=\ln\frac{4N}{ht}-1+\frac{2u}{1+u}-\ln(1+u).
\end{equation}
For $0<u<1$ we have $\ln(1+u)\le u\le2u/(1+u)$. The exponential in (\ref{closed}) is therefore at most $(eht/4N)^{2N}$, which at fixed time falls faster than any exponential in $N$.

\section{From bath error to emitter error}

\subsection{One excitation, rotating-wave coupling}

Let $c_e$ be the excited-state amplitude, $\phi_\omega$ the photon amplitude and $\omega_e$ the emitter energy. Then $i\dot c_e=\omega_ec_e+\int\sqrt J\phi_\omega d\omega$ and $i\dot\phi_\omega=\omega\phi_\omega+\sqrt Jc_e$. Solving the second equation from $\phi_\omega(0)=0$ and inserting it gives
\begin{equation}
\dot c_e=-i\omega_ec_e-\int_0^tC(t-s)c_e(s)ds .
\end{equation}
The cut chain obeys the same equation with $C_N$ and amplitude $c_e^N$. The difference $\delta=c_e-c_e^N$ satisfies
\begin{equation}
\dot\delta=-i\omega_e\delta-\int_0^t\!C_N(t-s)\delta(s)ds-f(t),
\end{equation}
with $f(t)=\int_0^t\Delta C(t-u)c_e(u)du$ and $\delta(0)=0$. As $c_e^N$ solves the source-free equation with initial value 1, $\delta(t)=-\int_0^tc_e^N(t-s)f(s)ds$. Both amplitudes are at most 1 by unitarity, hence
\begin{equation}
|\delta(t)|\le\int_0^t(t-\tau)|\Delta C(\tau)|d\tau\le\frac{t^2}2\max_{\tau\le t}|\Delta C(\tau)| .
\label{emit}
\end{equation}

\subsection{General bounded coupling}

For the coupling $A(B+B^\dagger)$, work in the interaction picture. Let $A^L$ and $A^R$ multiply the density operator from the left and right. Expanding the double commutator to second order and tracing over the vacuum produces
\begin{equation}
-\!\int_0^t\!\!ds\!\int_0^s\!\!du\,(A^L-A^R)_s\left[C(s-u)A^L_u-C^*(s-u)A^R_u\right].
\end{equation}
Odd orders vanish, and Wick's theorem turns higher orders into pairings, which sum to the time-ordered exponential of this term. The reduced state $\rho_S$ thus depends on the bath through $C$ alone.

Put $C=C_N+\Delta C$ and expand in $\Delta C$. Order $n$ is an evolution with the $N$-site chain, interrupted by $2n$ multiplications by $A$. Unitary evolution preserves the trace norm, the partial trace does not raise it, and each multiplication costs at most $\|A\|$. Two terms in each bracket give a factor 4 per order, so
\begin{equation}
\|\Delta\rho_S\|_1\le\exp\!\left[4\|A\|^2\!\int_0^t(t-\tau)|\Delta C(\tau)|d\tau\right]-1 .
\label{general}
\end{equation}

This was tested without the rotating-wave approximation for $A=\sigma_x$, the bath of the next section and $ht=5$, comparing chains of 2 and 6 sites. The emitter, with splitting 1.8 eV, starts in the equal superposition of its two levels. The trace-norm difference is $5.1\times10^{-3}$; the bound, evaluated with the actual $\Delta C$ between the two chains because $2N<ht$ excludes (\ref{closed}), is $1.6\times10^{-2}$. Raising the cap on the total photon number from 3 to 4 changes the state by $4\times10^{-7}$, so the comparison is not limited by that cap.

\section{Worked example}

The parameters are round model values. The density is
\begin{equation}
J(\omega)=\sum_{j=1}^2\frac{g_j^2}\pi\frac{\gamma_j/2}{(\omega-\omega_j)^2+(\gamma_j/2)^2},\quad 1\le\omega\le3\ \text{eV},
\end{equation}
and zero elsewhere. The resonances lie at 1.8 and 2.4 eV, with full widths $\gamma_j=0.10$ and $0.20$ eV and couplings $g_j=0.10$ and $0.08$ eV. An emitter at 1.8 eV starts excited, with rotating-wave coupling.

Uncut Lorentzians would give $\beta_0=0.0100+0.0064=0.0164$ eV$^2$. The band edges remove part of the tails and leave $0.01559$ eV$^2$, so the emitter couples to site 0 with $\sqrt{\beta_0}=0.125$ eV. The first site energies are 2.021, 2.163 and 1.887 eV; the first hoppings are 0.341, 0.380 and 0.623 eV. The structure of $J$ resides in these early sites. By $n=20$ the values are 2.000 and 0.500 eV, the limits $c$ and $h/2$.

With $h=1$ eV and $t=40$ fs,
\begin{equation}
\frac{ht}\hbar=\frac{40}{0.6582}=60.77,\qquad
\frac{\beta_0t^2}{2\hbar^2}=\frac{0.01559\times60.77^2}2=28.8 .
\end{equation}
For an amplitude error of $10^{-6}$, $L=\ln(4\times28.8/10^{-6})=18.56$. Equation (\ref{est}) gives $30.4+14.3=44.7$ sites. The expansion is stretched here, since $s/z$ is nearly one half. Using (\ref{closed}) with (\ref{emit}) in full gives $N=46$: there $\cosh a=92/60.77=1.514$, $a=0.975$, $\tanh a=0.751$, and the bound is $28.8\times7.2\times10^{-9}=2.1\times10^{-7}$. One site fewer gives about $1.4\times10^{-6}$, which misses the target.

The largest errors over the 40 fs, relative to $\beta_0$ for the correlation function and absolute for the amplitude, are:

\begin{center}
\begin{tabular}{cccc}
$N$ & $|\Delta C|/\beta_0$ & bound (\ref{closed})$/\beta_0$ & $|\delta|$\\
20 & 0.79 & none & 0.70\\
32 & 0.046 & 7.2 & $2.1\times10^{-3}$\\
36 & $5.4\times10^{-4}$ & 0.098 & $1.4\times10^{-5}$\\
40 & $1.6\times10^{-6}$ & $3.2\times10^{-4}$ & $2.5\times10^{-8}$\\
44 & $1.4\times10^{-9}$ & $3.3\times10^{-7}$ & $1.7\times10^{-11}$
\end{tabular}
\end{center}

The reference is a direct diagonalization of 801 unmapped modes on a separate grid. Just above the front, at $N=32$, the closed bound exceeds the trivial limit $|\Delta C|\le2\beta_0$ and says nothing. A few sites later it falls steeply.

The length actually needed for $10^{-6}$ is 38, so the guarantee costs eight sites. Part of the slack lies in the last step of (\ref{emit}): the weight $t-\tau$ is small at late $\tau$, where the bound allows $\Delta C$ to be largest, and the final estimate discards this. Keeping the weight, with (\ref{closed}) inside the integral, gives $N=42$ and removes four of the eight sites.

\section{The front is not a sharp wall}

Since $T_k(X)_{n0}=0$ for $k<n$, the expansion used for (\ref{bessel}) also limits the amplitude on site $n$ of light released at site 0:
\begin{equation}
|(e^{-iKt})_{n0}|\le2\sum_{k\ge n}|\mathcal J_k(ht)| .
\end{equation}
Beyond $n=ht$ it decays rapidly but is not zero. The outermost site with amplitude above $10^{-3}$ is 38 at 20 fs and 71 at 40 fs. This contour moves at 1.65 sites/fs, faster than the maximal group velocity $h/\hbar=1.52$ sites/fs. There is no contradiction. The contour leads $ht$ by 7.6 sites at the first time and 10.2 at the second, a ratio of 1.3 from whole site numbers and 1.23 when the crossing is interpolated between sites. This is near the factor $2^{1/3}=1.26$ by which the margin in (\ref{est}) grows at fixed $L$.

For the same reason the echo in the 20-site chain begins early. The round trip takes $40/1.519=26.3$ fs, yet $|\Delta C|/\beta_0$ exceeds $10^{-3}$ from 20.9 fs. Using $N=ht/2$ without the margin is therefore unsafe.

\section{Choosing the settings}

\begin{enumerate}
\item Fix the band and the longest time. With $h$ in eV and $t$ in fs, the leading term is $N\approx0.76\,ht$.
\item Add the margin of (\ref{est}) for a first estimate, then raise $N$ until (\ref{closed}) inserted in (\ref{emit}) or (\ref{general}) meets the tolerance. In the example the estimate, rounded up to 45, is one site short of the guarantee. Stronger coupling enters (\ref{emit}) through $\beta_0$, hence $N$ through a logarithm.
\item Compute the coefficients by reorthogonalized Lanczos, or by Stieltjes with many more nodes than sites. Run Stieltjes in the scaled variable $x=(\omega-c)/h$: the monic norms $\|\pi_n\|^2$ scale as $(h/2)^{2n}$ and leave the double-precision range near $n=120$ for $h=0.1$ and near $n=40$ for $h\approx8000$ (1 eV in cm$^{-1}$). Even in $x$ this happens near $n=500$, so longer chains need the normalized $p_n$. Avoid raw moments.
\item If the light field itself is wanted, keep the front away from the end: $N\approx ht$ plus a margin, twice the length that suffices for the emitter.
\item Test convergence over the whole interval up to the final time. Agreement before the echo proves nothing about later times, and agreement at a single instant can be accidental.
\end{enumerate}

The half-width $h$ includes every frequency kept. Raising a cutoff increases $h$, and the leading term of the guaranteed length grows in proportion to $h$, even if $J$ is small in the added range. If $J$ has gaps, the coefficients need not converge to constants, but (\ref{closed}) still holds with $h$ the half-width of the interval enclosing all parts. With no finite cutoff, $h$ is infinite and the bound is empty.

A thermal bath with the coupling $A(B+B^\dagger)$ can be treated as well. With Bose occupation $n(\omega)$,
\begin{equation}
C(t)=\int J(\omega)\left[(n+1)e^{-i\omega t}+n\,e^{i\omega t}\right]d\omega .
\end{equation}
This is the vacuum correlation function of a density equal to $J(n+1)$ at $\omega>0$ and $J(|\omega|)n(|\omega|)$ at $\omega<0$. Wick's theorem holds for a thermal state of free modes as well, so $\rho_S$ again depends on the bath through $C$ alone, and the mapping applies unchanged if this density is integrable. The enclosing interval is now $[-3,3]$ eV in the example, so $h$ triples, and so does the leading term of the guaranteed length. When $n$ is tiny the negative part carries little weight, and the length actually needed may be shorter.

These bounds cover the chain cut only. Restricting $J$ to a finite band is a separate approximation: in the example, uncut Lorentzians change the emitter amplitude by up to $5\times10^{-4}$ within 40 fs, far more than the $10^{-6}$ tolerance. Truncated oscillator occupations, time steps and compressed many-body states bring errors of their own, to be converged separately. The remaining figures are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
band: 1.0 to 3.0 eV, half-width 1.0 eV
resonance 1.8 eV, full width 0.1 eV, coupling 0.1 eV
resonance 2.4 eV, full width 0.2 eV, coupling 0.08 eV
emitter energy 1.8 eV, final time 40.0 fs
hbar = 0.658212 eV fs; h t/hbar = 60.771
beta_0 = 0.015587 eV^2, emitter-chain coupling 0.124848 eV
n, site energy alpha_n (eV), hopping n to n+1 (eV):
    0  2.021017  0.340500
    1  2.163198  0.379715
    2  1.886996  0.623010
    3  2.082381  0.451857
    4  1.947655  0.530989
    5  2.033985  0.489030
   10  1.997586  0.500811
   20  1.999996  0.500156
   40  2.000000  0.500039
  118  2.000000  0.500004
Stieltjes - Lanczos, 120 sites, 600 nodes: 1.1e-15
Lanczos - analytic moments (80 digits), 30 sites: 1.6e-14
double-precision moments: beta_n off by over 1% from n = 22
100 equal nodes, full chain, max beta error (scaled):
  Stieltjes 2.6e-01, Lanczos 4.7e-16
  Stieltjes error first above 1e-6 at n = 76
emitter amplitude, 120-site chain - direct modes: 2.3e-14
N, max|dC|/beta_0, Bessel bound, closed bound, max emitter error:
  20  7.86e-01  nan  nan  7.00e-01
  25  5.52e-01  nan  nan  2.61e-01
  32  4.62e-02  4.56e-01  7.17e+00  2.09e-03
  36  5.44e-04  5.79e-03  9.76e-02  1.36e-05
  40  1.55e-06  1.71e-05  3.22e-04  2.55e-08
  44  1.42e-09  1.61e-08  3.29e-07  1.70e-11
  48  5.06e-13  5.78e-12  1.27e-10  2.09e-14
emitter amplitude tolerance 1e-06
  prefactor beta_0 t^2/2 = 28.782, L = 18.562
  guaranteed N = 46, its actual error 3.1e-13
  N actually needed = 38, front estimate N = 44.72
maximal speed h/hbar = 1.5193 sites/fs
outermost site above 1e-3: 38 at 20.0 fs, 71 at 40.0 fs
measured front speed 1.650 sites/fs
N = 20: round trip 26.33 fs, |dC|/beta_0 > 1e-3 from 20.9 fs
time (fs), emitter population: direct modes, guaranteed N, N = 20:
   0  1.000000  1.000000  1.000000
  10  0.056412  0.056412  0.056412
  20  0.172670  0.172670  0.172666
  30  0.029431  0.029431  0.064925
  40  0.028008  0.028008  0.284317
many-photon test, 2 against 6 sites, h t = 5.0:
  trace-norm difference 5.145e-03, bound 1.617e-02
  change from photon cap 3 to 4: 4.4e-07
\end{verbatim}
